# Valley-weighted 1s binding of antimony in silicon and single-valley theory

## Problem

A neutral antimony donor in silicon binds one electron. Take its 1s levels to lie below the conduction-band edge by

$$B_{A_1}=42.7,\qquad B_{T_2}=32.9,\qquad B_E=30.5\ \text{meV}.$$

(a) Find the degeneracy-weighted 1s binding energy and show which matrix element it measures.

(b) Compute the binding energy in single-valley effective-mass theory, taking as given $m_t=0.1905\,m_0$, $m_l=0.9163\,m_0$ and relative permittivity $\varepsilon=11.4$.

(c) Compare the two and say what the difference can and cannot tell us.

The donor is isolated and unstrained, and spin is left out until its effect is estimated. Energies are measured from the band edge, so a level with binding $B$ has energy $E=-B$.

## Hints

1. Silicon has six conduction-band minima, on the axes $\pm x,\pm y,\pm z$. Write a $6\times6$ matrix between the 1s states of the six valleys. How many independent elements does the tetrahedral symmetry of the donor site leave?
2. Try three kinds of vector: all amplitudes equal; opposite signs on one pair of opposite valleys; equal signs within each pair, with the amplitudes of the three pairs adding to zero.
3. The trace of a matrix is the sum of its eigenvalues, each counted as often as it occurs.
4. For part (b), measure length in a Bohr radius built with $m_t$. One number, $\gamma=m_t/m_l$, then remains in the equation.
5. Before calling the difference an error of single-valley theory, ask what a core potential does to the diagonal elements.

## Solution

### (a) The valley matrix

Let $|v\rangle$ be the 1s state built from valley $v$, with the six states taken as orthonormal. The effective Hamiltonian $H$ acts on these six states and has the observed levels as eigenvalues; mixing with higher states is thereby folded into its elements.

The operations of the site group $T_d$ permute the axes and reverse an even number of them, which gives $6\times4=24$ operations. The Bloch function at a silicon minimum is unchanged by the operations that leave its valley in place. We can therefore fix the phases by carrying one valley state into the other five, and the group then permutes the $|v\rangle$ without extra factors.

- Any valley can be carried into any other, so all diagonal elements equal one number $d$.
- Any ordered pair of opposite valleys can be carried into any other such pair. These elements equal one number $g$.
- There are $6\times4=24$ ordered pairs of perpendicular valleys. To carry $(x,y)$ into a chosen pair, we prescribe the images of two axes; the sign of the third is then fixed by the even number of reversals. Such an operation exists for every pair, so these elements equal one number $f$.

Because reversed pairs are included, $H_{vw}=H_{wv}$. Hermiticity gives $H_{vw}=H_{wv}^*$, so $g$ and $f$ are real.

Now apply $H$ to the vectors of hint 2.

**Equal amplitudes.** Each row contains $d$ once, $g$ once and $f$ four times:

$$E_{A_1}=d+g+4f .$$

**Odd pair,** $(|x\rangle-|{-x}\rangle)/\sqrt2$. The $x$ row gives $d-g$ times the amplitude, and each perpendicular row gives $f-f=0$. There are three such states, which transform like $x,y,z$, so they form $T_2$:

$$E_{T_2}=d-g .$$

**Even pairs** with amplitudes $c_x,c_y,c_z$ and $c_x+c_y+c_z=0$. The $x$ row gives

$$(d+g)c_x+2f(c_y+c_z)=(d+g-2f)c_x,$$

since $c_y+c_z=-c_x$. Two independent choices of amplitudes exist, and they form $E$:

$$E_E=d+g-2f .$$

Weighting by degeneracy,

$$E_{A_1}+3E_{T_2}+2E_E=(1+3+2)d+(1-3+2)g+(4-4)f=6d .$$

Both intervalley couplings cancel, whatever their size. Hence

$$B_{\rm mean}=-d=\frac{42.7+3(32.9)+2(30.5)}{6}=\frac{202.4}{6}=33.73\ \text{meV},$$

or $5.4\times10^{-21}$ J.

The plain average of the three level energies is $d+(g+2f)/3$, which still contains the couplings. It gives a binding of 35.37 meV and does not measure $d$.

The couplings follow from the level differences. Subtracting $E_E$ from $E_{A_1}$ gives $6f$, so

$$f=\frac{-42.7+30.5}{6}=-2.03\ \text{meV},\qquad g=d-E_{T_2}=-33.73+32.9=-0.83\ \text{meV}.$$

### (b) One valley

For a valley along $z$, the envelope $F$ obeys

$$\left[-\frac{\hbar^2}{2m_t}(\partial_x^2+\partial_y^2)-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\right]F=EF .$$

This equation contains a screened point charge and no antimony core. Define

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m_te^2}=3.167\ \text{nm},\qquad {\rm Ry}^*=\frac{\hbar^2}{2m_ta^{*2}}=19.94\ \text{meV}.$$

With lengths in $a^*$, the transverse kinetic coefficient is ${\rm Ry}^*$ and the longitudinal one is $\gamma\,{\rm Ry}^*$. The definition of $a^*$ gives $e^2/(4\pi\varepsilon_0\varepsilon a^*)=\hbar^2/(m_ta^{*2})=2\,{\rm Ry}^*$. Dividing by ${\rm Ry}^*$,

$$[-\partial_x^2-\partial_y^2-\gamma\partial_z^2-2/r]F=\epsilon F,\qquad \gamma=\frac{0.1905}{0.9163}=0.2079 .$$

Two isotropic problems bracket the answer. Replacing $\gamma$ by 1 raises the kinetic energy and gives hydrogen, $\epsilon=-1$. Replacing all three kinetic coefficients by $\gamma$ lowers it and gives $\epsilon=-1/\gamma=-4.81$. The true value lies between them.

To find it, expand $F$ in Gaussians $\phi_i=e^{-a_i(x^2+y^2)-b_iz^2}$. With $p=a_i+a_j$ and $q=b_i+b_j$, the overlap is

$$S_{ij}=\frac{\pi^{3/2}}{p\sqrt q}.$$

Integrating the kinetic term by parts gives products such as $(\partial_x\phi_i)(\partial_x\phi_j)=4a_ia_jx^2\phi_i\phi_j$. The Gaussian average of $x^2$ is $1/(2p)$ and that of $z^2$ is $1/(2q)$. Adding the three directions,

$$K_{ij}=S_{ij}\left(\frac{4a_ia_j}{p}+\frac{2\gamma b_ib_j}{q}\right).$$

For the Coulomb term, use $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$ and do the space integral first:

$$C_{ij}=2\pi\int_0^\infty\frac{du}{(p+u^2)\sqrt{q+u^2}} .$$

Put $t=u/\sqrt{q+u^2}$. Then $du/\sqrt{q+u^2}=dt/(1-t^2)$ and $p+u^2=[p+(q-p)t^2]/(1-t^2)$, so the factors $1-t^2$ cancel:

$$C_{ij}=2\pi\int_0^1\frac{dt}{p+(q-p)t^2}=\frac{2\pi}{p}\,\frac{\arctan s}{s},\qquad s=\sqrt{q/p-1}\quad(q\ge p).$$

At $q=p$ the last fraction is 1. Making the energy stationary with respect to the coefficients $c_j$ gives

$$\sum_j(K_{ij}-2C_{ij})c_j=\epsilon\sum_jS_{ij}c_j .$$

Fifteen values of $a_i$, spaced geometrically from 0.03 to 4000, were each combined with four ratios $b_i/a_i$ from 1 to 4.8. The lowest root is $\epsilon=-1.5675$. A separate expansion in spherical harmonics (even $l$ up to 20) and Laguerre radial functions gives the same four decimals. Therefore

$$B_{\rm single}=1.5675\times19.94\ \text{meV}=31.26\ \text{meV}.$$

### (c) Reading the comparison

The weighted mean is deeper by

$$33.73-31.26=2.47\ \text{meV},$$

which is 7.9 % of the single-valley value. The individual levels differ from 31.26 meV by $+11.44$ ($A_1$), $+1.64$ ($T_2$) and $-0.76$ meV ($E$), where a plus sign means deeper. Averaging removes most of the large $A_1$ discrepancy, but not all of it.

A core can leave such a remainder: averaging cancels $g$ and $f$, while $d$ still contains whatever the core does within one valley. An error in the assumed permittivity can contribute as well, as estimated below. Take a weak core potential of very short range that acts with equal strength within and between valleys. Every envelope has the same value at the nucleus, so to first order all 36 core elements equal one number $v<0$. Then $d=E_{\rm single}+v$ and $g=f=v$. The formulas of part (a) give

$$E_{A_1}=E_{\rm single}+6v,\qquad E_{T_2}=E_E=E_{\rm single},$$

and the mean moves by $v$. Even in this simplest case, the mean does not return the single-valley energy.

Antimony does not follow the equal-strength pattern. From part (a), $E_E-E_{T_2}=2(g-f)=2.4$ meV, whereas equal couplings give zero. This conclusion does not depend on the permittivity.

Nor need the 2.47 meV be a pure first-order core element. Suppose the full Hamiltonian is the single-valley part plus a core, and the 1s levels $E_1,\dots,E_6$ are its six lowest. Its trace over the six unperturbed 1s states is $\sum_nE_nw_n$, where $w_n$ is the total weight of eigenstate $n$ in those six states. Each $w_n$ lies between 0 and 1, and they add to 6. The sum is smallest when the weight sits on the lowest six levels, so

$$\sum_{n=1}^{6}E_n\le 6(E_{\rm single}+w),$$

where $w$ is the bare diagonal core element. The left side is $6d$, hence $w\ge d-E_{\rm single}=-2.47$ meV. The bare element may be less attractive than the inferred shift, because mixing with higher states also lowers the mean.

### How firm is the difference?

**Permittivity.** At fixed masses $\gamma$ is fixed and ${\rm Ry}^*\propto\varepsilon^{-2}$. Taking $\varepsilon=11.7$ gives

$$31.26\,(11.4/11.7)^2=29.68\ \text{meV},$$

and the difference grows to 4.05 meV. Matching the mean would need $\varepsilon=10.97$. For the two permittivities used here the mean is deeper, but the size of the difference is uncertain by an amount comparable with itself. The sign of the $E$ discrepancy changes too: 30.5 meV is shallower than 31.26 but deeper than 29.68.

**Level values.** If every binding were off by 0.05 meV in the same direction, the mean would move by 0.05 meV. Spin-orbit coupling splits the six spin states of $T_2$ into two and four, by roughly 0.3 meV. If the quoted value belongs to the pair, the other four of the twelve 1s spin states are displaced, and the mean moves by $4(0.3)/12=0.10$ meV. Both effects are small beside 2.47 meV.

**Real material.** The masses and permittivity are typical of silicon at low temperature, and the treatment suits lightly doped, unstrained crystals. Heavier doping breaks the assumption of isolation. At $10^{18}\ \text{cm}^{-3}$ the mean spacing $n^{-1/3}$ is 10 nm. The single-valley envelope is smaller than the unit $a^*$: its root-mean-square extent is 2.4 nm along each transverse axis and 1.3 nm along the valley axis. The spacing is thus only about four transverse radii, and the tails of neighbouring donors begin to overlap. Near a rough $3\times10^{18}\ \text{cm}^{-3}$, antimony-doped silicon becomes metallic and the ionization energy falls to zero, so neither 42.7 nor 33.73 meV then describes it. Uniaxial strain along a cubic axis shifts one pair of valleys relative to the other two pairs, so the three-parameter matrix no longer applies.

## Variation 1: a core strong enough to give the $A_1$ level

*Let the core potential be $-U e^{-r^2/c^2}$, equal within and between all valleys. Adjust $U$ until $B_{A_1}=42.7$ meV. Where is the mean, and is first-order theory adequate?*

Opposite valleys have the same envelopes, so in an odd pair the core terms within and between valleys cancel. The $T_2$ level stays at 31.26 meV. For $E$, the envelopes of perpendicular valleys differ away from the nucleus, so the cancellation is not guaranteed at finite range. Diagonalizing all six valleys together in the Gaussian basis gives 31.26 meV for $E$ as well, at both ranges tried. The mean is then

$$\frac{42.70+5(31.26)}{6}=33.17\ \text{meV}.$$

First-order theory with the same $U$ gives much less binding:

- For $c=0.10$ nm, $U=3.00$ eV. The first-order $A_1$ binding is 34.94 meV and the first-order mean is 31.87 meV.
- For $c=0.20$ nm, $U=0.58$ eV. The corresponding values are 36.36 and 32.11 meV.

The full mean shift is $33.17-31.26=1.91$ meV. First order supplies 0.61 meV of it at the shorter range and 0.85 meV at the longer, or about 32 % and 45 %. The rest comes from mixing with higher states, which changes the envelope and which first order leaves out. This is the trace inequality at work: the full mean is deeper than the first-order mean.

The model is an illustration, not an antimony potential. Its range is shorter than the lattice spacing, where a smooth-envelope equation is not justified, and it misses the observed splitting between $T_2$ and $E$.

## Variation 2: which binding energy matters at temperature $T$?

*Among electrons bound in the 1s states, what fraction occupies $A_1$?*

The spin factor 2 is common to all levels and cancels. The excitation energies are $42.7-32.9=9.8$ meV and $42.7-30.5=12.2$ meV, so

$$P_{A_1}=\frac{1}{1+3e^{-9.8\,\text{meV}/k_BT}+2e^{-12.2\,\text{meV}/k_BT}} .$$

This gives 1.000 at 4.2 K, 0.921 at 30 K and 0.499 at 77 K. The third digit is not firm for the real donor: errors of 0.05 meV in the levels, or the 0.3 meV spin-orbit splitting of $T_2$ if the quoted value belongs to the pair, shift the last two values by up to about 0.005. At the lowest of these temperatures, freeing an electron costs 42.7 meV, not the weighted mean.

If $k_BT$ were large compared with 12.2 meV, the exponentials would approach 1 and $P_{A_1}$ would approach $1/6$. The thermal average over the bound 1s states would then approach 33.73 meV. That average says nothing about how many donors remain occupied: ionization and higher bound states have been excluded by the condition in the question. A carrier-freeze-out calculation should keep the three levels separately, with their degeneracies, instead of replacing them by their mean.

The numerical output below lists the main computed values.

## Table of computed values

```
input bindings A1, T2, E: 42.7, 32.9, 30.5 meV
sum of six bindings: 202.4 meV
weighted mean binding: 33.73 meV
weighted mean binding: 5.405e-21 J
plain average of three levels: 35.37 meV
diagonal element d: -33.73 meV
opposite-valley coupling g: -0.83 meV
perpendicular-valley coupling f: -2.03 meV
m_t, m_l: 0.1905, 0.9163 m0; permittivity: 11.4
mass ratio gamma: 0.2079
effective Bohr radius a*: 3.167 nm
effective Rydberg Ry*: 19.94 meV
ground energy, Gaussian basis: -1.5675 Ry*
ground energy, spherical basis: -1.5675 Ry*
single-valley binding: 31.26 meV
mean minus single-valley binding: 2.47 meV
same, relative to single valley: 7.9 %
A1 minus single-valley binding: 11.44 meV
T2 minus single-valley binding: 1.64 meV
E minus single-valley binding: -0.76 meV
single-valley binding at eps 11.7: 29.68 meV
mean minus that value: 4.05 meV
eps needed to match the mean: 10.97
largest rounding error of mean: 0.05 meV
rough T2 spin-orbit splitting: 0.3 meV
its largest effect on mean: 0.10 meV
core model, range 0.10 nm: depth 3.00 eV
  full A1, T2, E: 42.70, 31.26, 31.26 meV
  first-order A1 binding: 34.94 meV
  mean binding, full: 33.17 meV
  mean binding, first order: 31.87 meV
core model, range 0.20 nm: depth 0.58 eV
  full A1, T2, E: 42.70, 31.26, 31.26 meV
  first-order A1 binding: 36.36 meV
  mean binding, full: 33.17 meV
  mean binding, first order: 32.11 meV
A1 share of bound 1s electrons at 4.2 K: 1.000
A1 share of bound 1s electrons at 30.0 K: 0.921
A1 share of bound 1s electrons at 77.0 K: 0.499
```
